\section*{Self-energy poles and the error of the linearized $G_0W_0$ quasiparticle equation, part 1}

(Sections cited here and not found follow in the second part.)

\section{An orbital energy that refuses to move}

Take the Cl $3s$ orbital of gas-phase NaCl in a $G_0W_0$ calculation on top of PBE in the 6-31G basis. Hartree atomic units are used throughout. The Kohn--Sham energy is $\varepsilon=-0.6164$, and replacing the exchange-correlation potential by exact exchange shifts it by $-0.3338$. The linearized quasiparticle equation nevertheless returns $-0.6195$, a correction of only $-0.003$, together with a renormalization factor of $0.005$ (both without broadening). Read at face value, these numbers say that PBE was already right for this level and that the level carries almost no spectral weight. Neither follows. The unlinearized equation, with the same self-energy, has its heaviest solution at $-0.7206$, which is $0.101$~Ha or $2.75$~eV lower, with weight $0.20$.

\section{The belief and its appeal}

In the diagonal approximation the Green's function of orbital $p$ is $G_{pp}(\omega)=1/f(\omega)$ with
\begin{equation}
f(\omega)=\omega-\varepsilon-\Delta-\Sigma(\omega),
\label{eq:f}
\end{equation}
where $\varepsilon$ is the mean-field orbital energy, $\Delta=\langle p|\Sigma_x-v_{xc}|p\rangle$ is independent of frequency, and $\Sigma(\omega)$ is the diagonal element of the correlation self-energy. The poles of $G_{pp}$ are the roots $E$ of $f$, found graphically as the crossings of the line $\omega-\varepsilon-\Delta$ with the curve $\Sigma(\omega)$. Near a root $f\approx f'(E)(\omega-E)$, so the residue of $G_{pp}$ there is $Z(E)$, where
\begin{equation}
Z(\omega)=\frac{1}{f'(\omega)}=\frac{1}{1-\Sigma'(\omega)} .
\end{equation}
Linearization replaces $\Sigma(E)$ by $\Sigma(\varepsilon)+\Sigma'(\varepsilon)(E-\varepsilon)$. The equation $f=0$ becomes $(E-\varepsilon)[1-\Sigma'(\varepsilon)]=\Delta+\Sigma(\varepsilon)$, with solution
\begin{equation}
E_{\rm lin}=\varepsilon+Z(\varepsilon)\,[\Delta+\Sigma(\varepsilon)] .
\label{eq:lin}
\end{equation}
Since $f(\varepsilon)=-[\Delta+\Sigma(\varepsilon)]$, this is $E_{\rm lin}=\varepsilon-f(\varepsilon)/f'(\varepsilon)$: one Newton step from $\varepsilon$.

The belief is that \eqref{eq:lin} costs nothing of consequence. The neglected terms are of second order in the correction $E-\varepsilon$, the correction is a fraction of a hartree, and $Z(\varepsilon)$ is a fair estimate of the weight. It tempts because the order counting is correct, because \eqref{eq:lin} needs $\Sigma$ and its slope at one frequency only, and because it yields one number without a choice among roots. What the counting leaves open is the scale against which $E-\varepsilon$ must be small. That scale is the distance to the poles of $\Sigma$.

\section{The self-energy is a sum of poles}

Assume a closed shell, real orbitals, a finite basis and no broadening. Occupied orbitals are labelled $i,j$, empty ones $a,b$, and $D_{ia}=\varepsilon_a-\varepsilon_i>0$. For real $z$ inside the mean-field gap, the product of $G_0$ and the correlation part $W^c$ of the screened interaction can be integrated along the imaginary frequency axis, and the $G_0W_0$ correlation self-energy is
\begin{equation}
\Sigma(z)=-\frac{1}{2\pi}\int_{-\infty}^{\infty}d\nu\sum_q\frac{W^c_{pq}(i\nu)}{z+i\nu-\varepsilon_q},
\qquad W^c_{pq}=V_q^{T}\chi V_q ,
\label{eq:imag}
\end{equation}
with the vector $(V_q)_{ia}=(pq|ia)$ of Coulomb integrals and $\chi$ the response matrix over the pair densities $\phi_i\phi_a$. The independent-particle response is diagonal in this basis. Two spin directions and the resonant and antiresonant terms give
\begin{equation}
\chi_{0,ia}=2\left[\frac{1}{i\nu-D_{ia}}-\frac{1}{i\nu+D_{ia}}\right]=-\frac{4D_{ia}}{D_{ia}^2+\nu^2}.
\end{equation}
The random-phase approximation $\chi=\chi_0+\chi_0K\chi$, with $K_{ia,jb}=(ia|jb)$, means $\chi^{-1}=\chi_0^{-1}-K$. Factoring $\tfrac12D^{-1/2}$ out on both sides,
\begin{align}
\chi^{-1}&=-\tfrac14D^{-1/2}\left[\nu^2+D^2+4D^{1/2}KD^{1/2}\right]D^{-1/2},\\
\chi&=-4D^{1/2}T\,(\Omega^2+\nu^2)^{-1}T^{T}D^{1/2},
\end{align}
where the orthogonal matrix $T$ diagonalizes $D^2+4D^{1/2}KD^{1/2}$ with eigenvalues $\Omega_s^2$. These are positive because $D^2$ is positive definite and the Coulomb matrix $K$ is positive semidefinite. Defining $w_{qs}=\sqrt{2/\Omega_s}\,(V_q^TD^{1/2}T)_s$, so that $4(V_q^TD^{1/2}T)_s^2=2\Omega_sw_{qs}^2$, gives
\begin{equation}
W^c_{pq}(i\nu)=-\sum_s w_{qs}^2\,\frac{2\Omega_s}{\Omega_s^2+\nu^2}.
\end{equation}
The two minus signs in \eqref{eq:imag} cancel. Put $x=z-\varepsilon_q$; the factor $1/(x+i\nu)$ has its pole at $\nu=ix$. For occupied $q$, $x>0$, that pole is in the upper half-plane, and the contour is closed below, clockwise, around $\nu=-i\Omega_s$. There $2\Omega_s/[(\nu-i\Omega_s)(\nu+i\Omega_s)]$ has residue $i$ and $x+i\nu=x+\Omega_s$, so the integral is $-2\pi i\cdot i/(x+\Omega_s)=2\pi/(x+\Omega_s)$. For empty $q$, $x<0$, the contour is closed above around $\nu=i\Omega_s$, the residue is $-i$, and the integral is $2\pi/(x-\Omega_s)$. The result is a rational function, which continues uniquely from the gap to all $\omega$:
\begin{equation}
\Sigma(\omega)=\sum_{is}\frac{w_{is}^2}{\omega-\varepsilon_i+\Omega_s}+\sum_{as}\frac{w_{as}^2}{\omega-\varepsilon_a-\Omega_s}\equiv\sum_k\frac{a_k}{\omega-\omega_k},
\label{eq:poles}
\end{equation}
with $a_k>0$ and distinct $\omega_k$ once vanishing residues are dropped and degenerate poles merged. The hole poles $\varepsilon_i-\Omega_s$ lie at least the lowest excitation energy below the HOMO, so an orbital energy below that threshold can lie among them. The numerical check tests \eqref{eq:poles} against numerical quadrature of \eqref{eq:imag} for three NaCl orbitals at two points in the gap.

Because $f'=1+\sum_ka_k/(\omega-\omega_k)^2>1$, $f$ increases on every interval between poles; it tends to $-\infty$ just above a pole and at $\omega\to-\infty$, and to $+\infty$ just below a pole and at $\omega\to+\infty$. Hence $N$ poles give $N+1$ roots $E_n$, one per interval. They are the eigenvalues of the symmetric matrix $H$ with $H_{00}=\varepsilon+\Delta$, $H_{kk}=\omega_k$, $H_{0k}=H_{k0}=\sqrt{a_k}$ and zeros elsewhere. Indeed, at a root set $u_k=\sqrt{a_k}\,u_0/(E-\omega_k)$, which satisfies row $k$ of $Hu=Eu$; row $0$ then reads $E-\varepsilon-\Delta=\sum_ka_k/(E-\omega_k)$, which is $f(E)=0$. The $N+1$ roots exhaust the spectrum. Normalization gives $u_0^2[1+\sum_ka_k/(E-\omega_k)^2]=1$, so $u_0^2=Z(E)$, and completeness of the eigenvectors yields
\begin{equation}
\sum_nZ(E_n)=1,\qquad \sum_nZ(E_n)E_n=H_{00}=\varepsilon+\Delta .
\end{equation}
The program tests root finding against diagonalization, the weights, and both sum rules on 200 random two-pole cases. Two facts stand out. $Z$ is a spectral weight only when evaluated at a root, and $\varepsilon$ is in general not a root. And for given poles and residues the roots depend on $\varepsilon+\Delta$ alone, whereas $E_{\rm lin}$ depends on where $\varepsilon$ itself sits.

\section{The exact error of the linear step}

Let $E$ be any root, $h=E-\varepsilon$ and $d_k=\varepsilon-\omega_k$. Over the common denominator $d_k^2(d_k+h)$,
\begin{equation}
\frac{1}{d_k+h}-\frac{1}{d_k}+\frac{h}{d_k^2}
=\frac{d_k^2-d_k(d_k+h)+h(d_k+h)}{d_k^2(d_k+h)}=\frac{h^2}{d_k^2(d_k+h)} .
\end{equation}
Multiplying by $a_k$, summing, and using $\Sigma'(\varepsilon)=-\sum_ka_k/d_k^2$ gives $\Sigma(E)=\Sigma(\varepsilon)+\Sigma'(\varepsilon)h+R$, with $R$ the sum of the right-hand sides. The root condition $h=\Delta+\Sigma(E)$ becomes $h[1-\Sigma'(\varepsilon)]=\Delta+\Sigma(\varepsilon)+R$, and multiplication by $Z(\varepsilon)$ gives
\begin{equation}
E-E_{\rm lin}=Z(\varepsilon)\,h^2\sum_k\frac{a_k}{d_k^2\,(E-\omega_k)} .
\label{eq:err}
\end{equation}
This identity is exact within the pole form, and the program tests it for every root of the model cases and for the heaviest root of each NaCl orbital. Since $Z(\varepsilon)\sum_ka_k/d_k^2=Z(\varepsilon)[1/Z(\varepsilon)-1]=1-Z(\varepsilon)$, bounding each $1/|E-\omega_k|$ by the largest one gives
\begin{equation}
\frac{|E-E_{\rm lin}|}{|h|}\le[1-Z(\varepsilon)]\,\max_k\frac{|h|}{|E-\omega_k|} .
\label{eq:bound}
\end{equation}
The belief is true when $|h|$ is small compared with the distance to every pole: then $E-\omega_k\approx d_k$ and the error is $Z(\varepsilon)h^2\,\Sigma''(\varepsilon)/2$ to leading order. The bound can lose its force once $|h|$ is comparable with the distance from $E$ to some pole. Two such cases are worked out below: a pole near $\varepsilon$, which drives $Z(\varepsilon)$ to zero, and a pole near $E$.

\section{A pole near the starting point}

Keep one hole pole $\omega_1$ and one particle pole $\omega_2$, hold $\varepsilon$, $\Delta$, $a_1$, $a_2$, $\omega_2$ fixed and move $\omega_1=\varepsilon-d$. In a real $G_0W_0$ calculation these quantities all come from one mean field and cannot be varied separately; the model does so to isolate the effect. The far pole enters \eqref{eq:lin} through two constants,
\begin{equation}
\Delta'=\Delta+\frac{a_2}{\varepsilon-\omega_2},\qquad B=1+\frac{a_2}{(\varepsilon-\omega_2)^2}\equiv\frac{1}{Z_{\rm bg}},
\end{equation}
and any number of further poles would only add terms to them. Then $\Delta+\Sigma(\varepsilon)=\Delta'+a_1/d$ and $1/Z(\varepsilon)=B+a_1/d^2$. Multiplying numerators and denominators by $d^2$,
\begin{align}
Z(\varepsilon)&=\frac{d^2}{Bd^2+a_1}=Z_{\rm bg}\,\frac{d^2}{d^2+a_1Z_{\rm bg}},\label{eq:Z}\\
E_{\rm lin}-\varepsilon&=\frac{\Delta'd^2+a_1d}{Bd^2+a_1}.\label{eq:corr}
\end{align}
Dividing numerator and denominator of \eqref{eq:corr} by $a_1$ and expanding the geometric series, which converges for $|d|<\sqrt{a_1Z_{\rm bg}}$,
\begin{align}
E_{\rm lin}-\varepsilon&=\left(d+\frac{\Delta'}{a_1}d^2\right)\left(1-\frac{B}{a_1}d^2+\dots\right)\nonumber\\
&=d+\frac{\Delta'}{a_1}d^2-\frac{B}{a_1}d^3+O(d^4).\label{eq:series}
\end{align}
The program tests these coefficients symbolically from the definition. The factor $Z(\varepsilon)\approx d^2/a_1$ removes the physical shift $\Delta'$ quadratically, while its product with the diverging $a_1/d$ leaves $d$. The correction therefore vanishes linearly, not quadratically, and at leading order it knows nothing of $\Delta$, $a_1$ or $a_2$: the step doubles the distance from the pole. The numerator $d(\Delta'd+a_1)$ has the sign of $d$ whenever $|d|<a_1/|\Delta'|$. Meanwhile $H$ depends continuously on $\omega_1$, and nothing happens to its eigenvalues at $d=0$. In \eqref{eq:err}, $Z(\varepsilon)/d^2\to1/a_1$ and $E-\omega_1\to h$, so the error tends to $h^2/h=h$, the whole correction.

The worked model takes round parameters: $\varepsilon=-0.5$, $\Delta=-0.2$, $\omega_2=0.5$, $a_1=0.01$, $a_2=0.05$ (residues in Ha$^2$). Then $\Delta'=-0.2-0.05=-0.25$, $B=1.05$ and $Z_{\rm bg}=0.9524$. $E_{\rm main}$ denotes the root of largest weight.

The error of the linearized step has been derived exactly, and as a self-energy pole approaches $\varepsilon$ the linearized correction vanishes linearly with their distance, while the true roots vary continuously. What remains is to put numbers to the model, to examine iteration, weak poles, a pole near the solution and finite broadening, and to turn to three orbitals of NaCl.
